# Ion share in the top tenth of a slow-sinusoid energy spectrum: test program

```python
"""Share of ions in the top part x of a slow-sinusoid ion energy spectrum.

Result under test: F(x) = (2/pi) asin(sqrt(x)), so F(0.1) is about 0.205.
Sheath voltage: V(t) = V0 + V1 sin(2 pi f t); steady ion flux from the plasma.
x is a part of the full width Emax - Emin, counted down from Emax.
Trajectories use a Child-law sheath whose edge follows the voltage.
Energies are in eV and voltages in V; other internal quantities are in SI.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.stats import norm

# Example parameters: Br+ ions, round values for low-pressure etching
V0, V1 = 200.0, 150.0
frequency = 100e3
Te = 3.0
edge_density = 1e17
pressure_mTorr = 2.0
gas_temperature = 400.0
cross_section = 1e-18
mass_u = 79.904
mass = mass_u * const.atomic_mass
q = const.e
bohm_speed = np.sqrt(q * Te / mass)
entry_energy = Te / 2
debye = np.sqrt(const.epsilon_0 * Te / (q * edge_density))


def share_formula(x):
    return 2 / np.pi * np.arcsin(np.sqrt(x))


def sheath_width(voltage):
    """Child-law width for a voltage much larger than Te."""
    r = np.sqrt(2 * voltage / Te)
    return np.sqrt(2) / 3 * debye * r * np.sqrt(r)


def top_share(energies, x=0.1):
    low, high = energies.min(), energies.max()
    return np.mean(energies >= high - x * (high - low))


def wall_energies(freq, mean_v, amp_v, ions=4000, dt=1e-9):
    """Launch ions evenly in time at a fixed plane and follow them to x = 0."""
    omega = 2 * np.pi * freq
    t = (np.arange(ions) + 0.5) / (ions * freq)
    x = np.full(ions, sheath_width(mean_v + amp_v))
    v = np.full(ions, bohm_speed)
    energy = np.full(ions, np.nan)

    def acceleration(position, time):
        voltage = mean_v + amp_v * np.sin(omega * time)
        width = sheath_width(voltage)
        depth = np.maximum(1 - position / width, 0)
        return q / mass * 4 / 3 * voltage / width * np.cbrt(depth)

    for _ in range(4000):
        a1 = acceleration(x, t)
        v2 = v + dt / 2 * a1
        a2 = acceleration(x - dt / 2 * v, t + dt / 2)
        v3 = v + dt / 2 * a2
        a3 = acceleration(x - dt / 2 * v2, t + dt / 2)
        v4 = v + dt * a3
        a4 = acceleration(x - dt * v3, t + dt)
        x_new = x - dt / 6 * (v + 2 * v2 + 2 * v3 + v4)
        v_new = v + dt / 6 * (a1 + 2 * a2 + 2 * a3 + a4)
        hit = np.isnan(energy) & (x_new <= 0)
        weight = x[hit] / (x[hit] - x_new[hit])
        v_squared = v[hit]**2 + weight * (v_new[hit]**2 - v[hit]**2)
        energy[hit] = mass * v_squared / (2 * q)
        x, v, t = x_new, v_new, t + dt
        if not np.isnan(energy).any():
            break
    assert np.isfinite(energy).all()
    return energy


# Count uniformly spaced phases and compare with the closed formula
count = 200000
phase = 2 * np.pi * (np.arange(count) + 0.5) / count
voltage = V0 + V1 * np.sin(phase)
energy = voltage + entry_energy
Emin, Emax = V0 - V1 + entry_energy, V0 + V1 + entry_energy
width = Emax - Emin
threshold = Emax - 0.1 * width
for part in (0.03, 0.1, 0.37, 0.8):
    assert abs(top_share(energy, part) - share_formula(part)) < 3e-5


def density(E):
    return 1 / (np.pi * np.sqrt((E - Emin) * (Emax - E)))


# Compare the density with counted bins, then integrate its upper end
for centre in (90.0, 200.0, 310.0):
    counted = np.mean(np.abs(energy - centre) < 1.0) / 2.0
    assert abs(counted / density(centre) - 1) < 0.01
integrated = quad(lambda E: 1 / (np.pi * np.sqrt(E - Emin)),
                  threshold, Emax, weight='alg', wvar=(0, -0.5))[0]
assert abs(integrated - share_formula(0.1)) < 1e-8
bottom = np.mean(energy <= Emin + 0.1 * width)
assert abs(bottom - share_formula(0.1)) < 3e-5
middle = 1 - bottom - top_share(energy)

# Cold-ion transit time through a frozen Child-law sheath
mean_width = sheath_width(V0)
transit = 3 * mean_width / np.sqrt(2 * q * V0 / mass)
transit_integral = mean_width * quad(
    lambda z: 1 / np.sqrt(2 * q * V0 * z**(4 / 3) / mass), 0, 1)[0]
assert abs(transit_integral / transit - 1) < 1e-5

# Independent trajectories: slow limit, example frequency, faster drive
runs = {f: wall_energies(f, V0, V1) for f in (10e3, frequency, 400e3)}
slow = runs[10e3]
assert abs(top_share(slow) - share_formula(0.1)) < 0.002
assert abs(np.ptp(slow) - width) < 1.0
assert abs(slow.max() - Emax) < 1.0
other = wall_energies(10e3, V0, 60.0)
assert abs(top_share(other) - share_formula(0.1)) < 0.002
assert abs(top_share(runs[frequency]) - share_formula(0.1)) < 0.01

# Sizes of effects left out of the ideal result
edge = sheath_width(voltage)
edge_speed = np.max(np.abs(np.gradient(edge, phase))) * 2 * np.pi * frequency
pressure = pressure_mTorr * 1e-3 * const.torr
gas_density = pressure / (const.k * gas_temperature)
free_path = 1 / (gas_density * cross_section)
survival = np.exp(-edge / free_path)
uncollided_top = np.mean(survival * (energy >= threshold))
blurred = np.mean(norm.cdf((energy - threshold) / entry_energy))
harmonic = {h: top_share(V0 + V1 * (np.sin(phase) + h * np.cos(2 * phase)))
            for h in (0.1, -0.1)}
electron_ratio = (np.sqrt(mass / (2 * np.pi * const.m_e))
                  * np.exp(-(V0 - V1) / Te))

print(f"Mean sheath voltage V0: {V0:.0f} V")
print(f"Voltage amplitude V1: {V1:.0f} V")
print(f"Bias frequency: {frequency/1e3:.0f} kHz")
print(f"Electron temperature: {Te:.1f} eV")
print(f"Sheath-edge density: {edge_density/1e6:.1e} cm^-3")
print(f"Br+ mass: {mass_u:.3f} u")
print(f"Ion entry energy Te/2: {entry_energy:.1f} eV")
print(f"Lowest ion energy: {Emin:.1f} eV")
print(f"Highest ion energy: {Emax:.1f} eV")
print(f"Full energy width: {width:.1f} eV")
print(f"Threshold of top tenth: {threshold:.1f} eV")
print(f"Threshold sine: {(threshold-(Emin+Emax)/2)/(width/2):.3f}")
print(f"Half-width of phase interval: {np.arccos(0.8):.5f} rad")
print(f"Half-width of phase interval: {np.degrees(np.arccos(0.8)):.2f} deg")
print(f"Top-tenth share, formula: {100*share_formula(0.1):.3f} %")
print(f"Top-tenth share, phase count: {100*top_share(energy):.3f} %")
print(f"Top-tenth share, density integral: {100*integrated:.3f} %")
print(f"Bottom-tenth share: {100*bottom:.3f} %")
print(f"Middle eight-tenths share: {100*middle:.3f} %")
print(f"Share above 0.9 Emax: {100*np.mean(energy >= 0.9*Emax):.2f} %")
print(f"Debye length: {debye*1e6:.1f} um")
print(f"Sheath width at V0: {mean_width*1e3:.3f} mm")
print(f"Largest sheath width: {edge.max()*1e3:.3f} mm")
print(f"Cold-ion transit time at V0: {transit*1e9:.1f} ns")
print(f"Transit time / rf period: {transit*frequency:.4f}")
print(f"Angular frequency times transit: {2*np.pi*frequency*transit:.4f}")
print(f"Bohm speed: {bohm_speed:.0f} m/s")
print(f"Largest edge speed / Bohm speed: {edge_speed/bohm_speed:.3f}")
for f, result in runs.items():
    print(f"Trajectory share at {f/1e3:.0f} kHz: {100*top_share(result):.2f} %")
    print(f"Trajectory width at {f/1e3:.0f} kHz: {np.ptp(result):.1f} eV")
print(f"Trajectory share, 10 kHz, V1 = 60 V: {100*top_share(other):.2f} %")
print(f"Gas pressure: {pressure_mTorr:.1f} mTorr")
print(f"Gas temperature: {gas_temperature:.0f} K")
print(f"Assumed collision cross-section: {cross_section*1e4:.1e} cm^2")
print(f"Ion mean free path: {free_path*1e3:.1f} mm")
print(f"Mean collision probability: {100*np.mean(1-survival):.2f} %")
print(f"Uncollided top-tenth share of all ions: {100*uncollided_top:.2f} %")
print(f"Assumed entry-energy standard deviation: {entry_energy:.1f} eV")
print(f"Share above threshold with that spread: {100*blurred:.2f} %")
for h, result in harmonic.items():
    print(f"Share with {h:+.1f} V1 cos(2 theta) added: {100*result:.2f} %")
print(f"Electron/ion current at lowest voltage: {electron_ratio:.1e}")
print("OK")
```

Running it gives:

```
Mean sheath voltage V0: 200 V
Voltage amplitude V1: 150 V
Bias frequency: 100 kHz
Electron temperature: 3.0 eV
Sheath-edge density: 1.0e+11 cm^-3
Br+ mass: 79.904 u
Ion entry energy Te/2: 1.5 eV
Lowest ion energy: 51.5 eV
Highest ion energy: 351.5 eV
Full energy width: 300.0 eV
Threshold of top tenth: 321.5 eV
Threshold sine: 0.800
Half-width of phase interval: 0.64350 rad
Half-width of phase interval: 36.87 deg
Top-tenth share, formula: 20.483 %
Top-tenth share, phase count: 20.483 %
Top-tenth share, density integral: 20.483 %
Bottom-tenth share: 20.483 %
Middle eight-tenths share: 59.034 %
Share above 0.9 Emax: 22.24 %
Debye length: 40.7 um
Sheath width at V0: 0.753 mm
Largest sheath width: 1.146 mm
Cold-ion transit time at V0: 102.8 ns
Transit time / rf period: 0.0103
Angular frequency times transit: 0.0646
Bohm speed: 1903 m/s
Largest edge speed / Bohm speed: 0.143
Trajectory share at 10 kHz: 20.50 %
Trajectory width at 10 kHz: 300.0 eV
Trajectory share at 100 kHz: 20.52 %
Trajectory width at 100 kHz: 300.0 eV
Trajectory share at 400 kHz: 21.18 %
Trajectory width at 400 kHz: 299.5 eV
Trajectory share, 10 kHz, V1 = 60 V: 20.50 %
Gas pressure: 2.0 mTorr
Gas temperature: 400 K
Assumed collision cross-section: 1.0e-14 cm^2
Ion mean free path: 20.7 mm
Mean collision probability: 3.46 %
Uncollided top-tenth share of all ions: 19.40 %
Assumed entry-energy standard deviation: 1.5 eV
Share above threshold with that spread: 20.48 %
Share with +0.1 V1 cos(2 theta) added: 25.44 %
Share with -0.1 V1 cos(2 theta) added: 17.41 %
Electron/ion current at lowest voltage: 8.8e-06
OK
```
